# The Burke property of exponential last-passage growth: a numerical check

```python
"""Burke property of exponential last-passage growth, one corner update.

Result under test: if I, J, omega are independent exponentials with rates
r, 1-r, 1, then (I', J', X) has the same joint law, where
  I, J   = horizontal and vertical height increments before the update,
  omega  = waiting time at the corner,
  I', J' = horizontal and vertical increments after the update,
  X      = min(I, J).
Heights G are last-passage times; time unit = mean waiting time (mwt).
"""
import numpy as np
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss


def corner_update(I, J, omega, base=0):
    """Apply the growth rule to heights, then read off the new increments."""
    east, north = base + I, base + J
    corner = omega + np.maximum(east, north)
    return corner - north, corner - east, np.minimum(I, J)


def input_quadrature(a, b):
    """Nodes and weights for independent I, J, omega with rates a, b, 1.

    The wedges J < I and I < J are integrated separately, because the
    update is smooth only inside each wedge.
    """
    panels, length = 60, 60.0 / min(a, b)
    h = length / panels
    x, wx = leggauss(12)
    larger = (np.arange(panels)[:, None] * h + h * (x + 1) / 2).ravel()
    w_larger = np.tile(wx * h / 2, panels)
    u, wu = leggauss(50)
    u, wu = (u + 1) / 2, wu / 2
    om, w_om = laggauss(24)
    B, U, W = np.meshgrid(larger, u, om, indexing="ij")
    area = (w_larger[:, None, None] * wu[None, :, None]
            * w_om[None, None, :] * B).ravel()
    big, small = B.ravel(), (B * U).ravel()
    I = np.concatenate([big, small])
    J = np.concatenate([small, big])
    omega = np.concatenate([W.ravel(), W.ravel()])
    weight = np.concatenate([area, area]) * a * b * np.exp(-a * I - b * J)
    return I, J, omega, weight


def covariance(p, q, weight):
    return np.sum(weight * p * q) - np.sum(weight * p) * np.sum(weight * q)


rng = np.random.default_rng(12345)
r = 0.4

# Exact integer tests of the map: increments, involution, invariant exponent.
I, J, om = rng.integers(1, 1000, size=(3, 20000))
In, Jn, X = corner_update(I, J, om, base=17)
assert np.array_equal(In, om + np.where(I > J, I - J, 0))
assert np.array_equal(Jn, om + np.where(J > I, J - I, 0))
back = corner_update(In, Jn, X)
assert all(np.array_equal(p, q) for p, q in zip(back, (I, J, om)))
# Five times the exponent for r = 2/5, so that all numbers are integers.
assert np.array_equal(2 * I + 3 * J + 5 * om, 2 * In + 3 * Jn + 5 * X)
# The same combination is not invariant when the two rates add up to 1.3.
assert np.any(4 * I + 9 * J + 10 * om != 4 * In + 9 * Jn + 10 * X)

# Volume factor in each wedge from differences of the map.
determinants = []
for point in (np.array([20, 7, 5]), np.array([7, 20, 5])):
    start = np.array(corner_update(*point))
    columns = [np.array(corner_update(*(point + e))) - start
               for e in np.eye(3, dtype=int)]
    determinants.append(np.linalg.det(np.array(columns, float).T))
assert np.allclose(determinants, -1.0, atol=1e-12)

# One corner with round numbers.
i0, j0, w0, g0 = 2.0, 0.7, 0.5, 3.0
i1, j1, x1 = corner_update(i0, j0, w0, g0)
i2, j2, w2 = corner_update(i1, j1, x1, g0)
s_before = r * i0 + (1 - r) * j0 + w0
s_after = r * i1 + (1 - r) * j1 + x1
assert abs(s_before - s_after) < 1e-12
assert np.allclose([i2, j2, w2], [i0, j0, w0], atol=1e-12)
print(f"rate of I, r = {r:.1f} per mwt; rate of J = {1-r:.1f} per mwt")
print(f"mean I = {1/r:.4f} mwt; mean J = {1/(1-r):.4f} mwt")
print(f"corner inputs: I = {i0:.1f}, J = {j0:.1f}, omega = {w0:.1f} mwt")
print(f"old heights: base {g0:.1f}, east {g0+i0:.1f}, north {g0+j0:.1f} mwt")
print(f"new corner height = {g0+j0+i1:.1f} mwt")
print(f"outputs: I' = {i1:.1f}, J' = {j1:.1f}, X = {x1:.1f} mwt")
print(f"exponent S before = {s_before:.3f}, after = {s_after:.3f}")
print(f"second update returns: {i2:.1f}, {j2:.1f}, {w2:.1f} mwt")
print(f"determinants for I>J, I<J: {determinants[0]:.1f}, "
      f"{determinants[1]:.1f}")

# Joint Laplace transform of the outputs, integrated over the input law.
for rate in (0.2, 0.7, r):
    I, J, om, weight = input_quadrature(rate, 1 - rate)
    assert abs(weight.sum() - 1) < 1e-8
    In, Jn, X = corner_update(I, J, om)
    for s, t, v in ((0.6, 0.1, 0.9), (0.0, 0.7, 0.4), (0.3, 0.5, 0.2)):
        integral = np.sum(weight * np.exp(-s * In - t * Jn - v * X))
        product = rate / (rate + s) * (1 - rate) / (1 - rate + t) / (1 + v)
        assert abs(integral - product) < 1e-8
print(f"Laplace arguments for I', J', X: {s}, {t}, {v} per mwt")
print(f"Laplace transform: integral {integral:.8f}, product {product:.8f}")

# Joint tail probability; the omega integral of the tail is done in closed
# form. Kinks inside the quadrature cells limit the accuracy to about 1e-3.
x_tail, y_tail = 2.0, 1.0
threshold = np.maximum(0, np.maximum(x_tail - np.maximum(I - J, 0),
                                     y_tail - np.maximum(J - I, 0)))
tail = np.sum(weight * np.exp(-threshold))
tail_product = np.exp(-r * x_tail - (1 - r) * y_tail)
assert abs(tail - tail_product) < 2e-3
print(f"P(I'>{x_tail:.0f}, J'>{y_tail:.0f} mwt): integral {tail:.3f}, "
      f"product {tail_product:.3f}")

# Memory of the old increments and independence inside the new pair.
corr_I = covariance(I, In, weight) / np.sqrt(
    covariance(I, I, weight) * covariance(In, In, weight))
corr_J = covariance(J, Jn, weight) / np.sqrt(
    covariance(J, J, weight) * covariance(Jn, Jn, weight))
cov_new = covariance(In, Jn, weight)
assert abs(corr_I - (1 - r**2)) < 1e-7
assert abs(corr_J - (1 - (1 - r)**2)) < 1e-7
assert abs(cov_new) < 1e-7
print(f"correlation of I with I' = {corr_I:.4f}")
print(f"correlation of J with J' = {corr_J:.4f}")
print(f"|covariance of I' and J'| = {abs(cov_new):.4f} mwt^2")

# Control: rates that do not add up to the rate of the waiting time.
a, b = 0.4, 0.9
I, J, om, weight = input_quadrature(a, b)
In, Jn, X = corner_update(I, J, om)
mean_control = np.sum(weight * In)
cov_control = covariance(In, Jn, weight)
assert abs(mean_control - (1 + b / (a * (a + b)))) < 1e-7
assert abs(cov_control - (1 - 1 / (a + b)**2)) < 1e-7
assert abs(mean_control - 1 / a) > 0.1 and cov_control > 0.1
print(f"control rates: {a}, {b} per mwt")
print(f"control mean of I = {1/a:.4f}, of I' = {mean_control:.4f} mwt")
print(f"control covariance of I' and J' = {cov_control:.4f} mwt^2")

# Repeated updates on a small lattice with independent axis increments.
m, n, samples = 4, 3, 200000
G = np.zeros((m + 1, n + 1, samples))
for i in range(1, m + 1):
    G[i, 0] = G[i - 1, 0] + rng.exponential(1 / r, samples)
for j in range(1, n + 1):
    G[0, j] = G[0, j - 1] + rng.exponential(1 / (1 - r), samples)
for i in range(1, m + 1):
    for j in range(1, n + 1):
        G[i, j] = (rng.exponential(1.0, samples)
                   + np.maximum(G[i - 1, j], G[i, j - 1]))
top = np.diff(G[:, n], axis=0)
right = np.diff(G[m], axis=0)
s_top, s_right = 0.1, 0.2
values = np.exp(-s_top * top.sum(axis=0) - s_right * right.sum(axis=0))
estimate = values.mean()
error = values.std(ddof=1) / np.sqrt(samples)
path_product = (r / (r + s_top))**m * ((1 - r) / (1 - r + s_right))**n
assert abs(estimate - path_product) < 5 * error
mean_G = G[m, n].mean()
error_G = G[m, n].std(ddof=1) / np.sqrt(samples)
exact_G = m / r + n / (1 - r)
assert abs(mean_G - exact_G) < 5 * error_G
print(f"lattice: m = {m}, n = {n}, samples = {samples}")
print(f"path Laplace arguments: top {s_top}, right {s_right} per mwt")
print(f"path transform: sampled {estimate:.5f} +- {error:.5f}, "
      f"product {path_product:.5f}")
print(f"mean G(m,n): sampled {mean_G:.3f} +- {error_G:.3f} mwt, "
      f"formula {exact_G:.3f} mwt")

print("verified")
```

Printed output:

```
rate of I, r = 0.4 per mwt; rate of J = 0.6 per mwt
mean I = 2.5000 mwt; mean J = 1.6667 mwt
corner inputs: I = 2.0, J = 0.7, omega = 0.5 mwt
old heights: base 3.0, east 5.0, north 3.7 mwt
new corner height = 5.5 mwt
outputs: I' = 1.8, J' = 0.5, X = 0.7 mwt
exponent S before = 1.720, after = 1.720
second update returns: 2.0, 0.7, 0.5 mwt
determinants for I>J, I<J: -1.0, -1.0
Laplace arguments for I', J', X: 0.3, 0.5, 0.2 per mwt
Laplace transform: integral 0.25974026, product 0.25974026
P(I'>2, J'>1 mwt): integral 0.247, product 0.247
correlation of I with I' = 0.8400
correlation of J with J' = 0.6400
|covariance of I' and J'| = 0.0000 mwt^2
control rates: 0.4, 0.9 per mwt
control mean of I = 2.5000, of I' = 2.7308 mwt
control covariance of I' and J' = 0.4083 mwt^2
lattice: m = 4, n = 3, samples = 200000
path Laplace arguments: top 0.1, right 0.2 per mwt
path transform: sampled 0.17283 +- 0.00025, product 0.17280
mean G(m,n): sampled 14.997 +- 0.010 mwt, formula 15.000 mwt
verified
```
